# Fleury-Loudon Raman operator from the half-filled Hubbard model: a program that tests the result

```python
"""Raman scattering operator of the half-filled Hubbard model at strong coupling.

Result under test: the resonant second-order operator in the spin space is
  R = 4 t^2/(U-w) * sum_bonds (e_in.d)(e_out.d) (S_i.S_j - 1/4),
and all second-order terms together replace the prefactor by
  C = 8 t^2 w^2 / (U (U^2-w^2)).
R_A1g=(R_xx+R_yy)/2 commutes with nearest-neighbour exchange,
R_B1g=(R_xx-R_yy)/2 does not.
Symbols: t hopping, U repulsion, w incoming photon energy (all eV), d bond
vector in lattice spacings, e polarization, J=4t^2/U exchange.
Amplitudes are per unit product of the dimensionless Peierls phase amplitudes.
"""
import numpy as np

EX, EY = np.array([1.0, 0.0]), np.array([0.0, 1.0])
STEP = 1e-3  # step in the vector potential for finite differences


def hop(state, p, q):
    """Apply c^dagger_p c_q to an occupation bit string, p different from q."""
    if not (state >> q) & 1 or (state >> p) & 1:
        return None, 0
    sign = (-1) ** bin(state & ((1 << q) - 1)).count("1")
    state ^= 1 << q
    sign *= (-1) ** bin(state & ((1 << p) - 1)).count("1")
    return state | (1 << p), sign


def make_cluster(nx, ny, only_sz0):
    """Open nx by ny cluster at half filling; mode = 2*site + spin."""
    n = nx * ny
    pos = [np.array([s % nx, s // nx], float) for s in range(n)]
    bonds = [(i, j) for i in range(n) for j in range(i)
             if abs(np.linalg.norm(pos[i] - pos[j]) - 1) < 1e-9]
    up_mask = sum(1 << (2 * s) for s in range(n))
    basis = [b for b in range(1 << (2 * n)) if bin(b).count("1") == n
             and (not only_sz0 or 2 * bin(b & up_mask).count("1") == n)]
    index = {b: k for k, b in enumerate(basis)}
    hops = []
    for i, j in bonds:
        mat = np.zeros((len(basis), len(basis)))
        for b in basis:
            for spin in (0, 1):
                new, sign = hop(b, 2 * i + spin, 2 * j + spin)
                if sign:
                    mat[index[new], index[b]] += sign
        hops.append(mat)
    doublons = np.array([sum((b >> (2 * s)) & 3 == 3 for s in range(n))
                         for b in basis], float)

    def spin_index(k):
        return sum(((basis[k] >> (2 * s + 1)) & 1) << (n - 1 - s)
                   for s in range(n))
    singles = sorted(np.flatnonzero(doublons == 0), key=spin_index)
    return dict(n=n, pos=pos, bonds=bonds, hops=hops, doublons=doublons,
                singles=np.array(singles))


def kinetic(cl, t, a):
    """Hopping Hamiltonian with Peierls phases for vector potential a."""
    total = np.zeros(cl["hops"][0].shape, complex)
    for (i, j), k in zip(cl["bonds"], cl["hops"]):
        phase = np.exp(1j * np.dot(a, cl["pos"][i] - cl["pos"][j]))
        total -= t * (phase * k + np.conj(phase) * k.T)
    return total


def one_photon(cl, t, e):
    return (kinetic(cl, t, STEP * e) - kinetic(cl, t, -STEP * e)) / (2 * STEP)


def two_photon(cl, t, e):
    return (kinetic(cl, t, STEP * e) + kinetic(cl, t, -STEP * e)
            - 2 * kinetic(cl, t, 0 * e)) / STEP**2


def exact_scattering(cl, t, U, w):
    """Inelastic A1g and B1g amplitudes from exact Hubbard eigenstates.

    Root of the summed squares over all spin-like final states.
    """
    h = kinetic(cl, t, 0 * EX).real + np.diag(U * cl["doublons"])
    energy, vec = np.linalg.eigh(h)
    low = len(cl["singles"])
    amps = []
    for e in (EX, EY):
        v = vec.T @ one_photon(cl, t, e) @ vec
        m = (vec.T @ two_photon(cl, t, e) @ vec)[:low, 0]
        m = m + v[:low] @ (v[:, 0] / (energy[0] + w - energy))
        # the outgoing photon energy follows from energy conservation
        for f in range(low):
            m[f] += np.sum(v[f] * v[:, 0] / (energy[f] - w - energy))
        amps.append(m)
    a1g, b1g = (amps[0] + amps[1]) / 2, (amps[0] - amps[1]) / 2
    return np.linalg.norm(a1g[1:]), np.linalg.norm(b1g[1:])


PAULI_HALF = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def spin_vectors(n):
    return [[np.kron(np.kron(np.eye(2**s), c), np.eye(2**(n - 1 - s)))
             for c in PAULI_HALF] for s in range(n)]


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def bond_sums(cl, spins):
    """Sums of S_i.S_j over x bonds and over y bonds."""
    sums = [0, 0]
    for i, j in cl["bonds"]:
        axis = int(abs(cl["pos"][i][1] - cl["pos"][j][1]) > 0.5)
        sums[axis] = sums[axis] + dot(spins[i], spins[j])
    return sums


def comm(a, b):
    return a @ b - b @ a


def norm(a):
    return np.sqrt(np.trace(a.conj().T @ a).real / len(a))


def full_prefactor(t, U, w):
    return 8 * t**2 * w**2 / (U * (U**2 - w**2))


def spin_fluctuation(x, y):
    """Ground-state inelastic weight (root) of (X-Y)/2 in the spin model."""
    energy, vec = np.linalg.eigh(x + y)
    ground = vec[:, 0]
    moved = (x - y) @ ground / 2
    return np.linalg.norm(moved - ground * np.vdot(ground, moved)), energy


U, t, w = 4.0, 0.05, 3.5
J = 4 * t**2 / U
C_res = 4 * t**2 / (U - w)
C_full = full_prefactor(t, U, w)

# Operators projected from the Hubbard model on the plaquette
plaq = make_cluster(2, 2, False)
S = spin_vectors(4)
X, Y = bond_sums(plaq, S)
P = plaq["singles"]
one = np.eye(16)


def resonant_operator(e_in, e_out):
    v_in, v_out = one_photon(plaq, t, e_in), one_photon(plaq, t, e_out)
    return v_out[P] @ (v_in[:, P] / (w - U * plaq["doublons"])[:, None])


for e_in, e_out in [(EX, EX), (EY, EY), (EX, EY),
                    (np.array([0.6, 0.8]), np.array([0.96, -0.28]))]:
    expected = 0 * one
    for i, j in plaq["bonds"]:
        d = plaq["pos"][i] - plaq["pos"][j]
        expected = expected + C_res * (e_in @ d) * (e_out @ d) * (
            dot(S[i], S[j]) - one / 4)
    # finite-difference error is of relative size STEP^2
    assert norm(resonant_operator(e_in, e_out) - expected) < 1e-6 * C_res

ht = kinetic(plaq, t, 0 * EX)
virtual = plaq["doublons"] > 0
H_ex = -ht[np.ix_(P, virtual)] @ (
    ht[np.ix_(virtual, P)] / (U * plaq["doublons"][virtual])[:, None])
assert norm(H_ex - J * (X + Y - one)) < 1e-12

R_xx, R_yy = resonant_operator(EX, EX), resonant_operator(EY, EY)
comm_A = comm(H_ex, (R_xx + R_yy) / 2)
comm_B = comm(H_ex, (R_xx - R_yy) / 2)
chirality, corners = 0 * one, 0
for j in range(4):
    for i in range(4):
        for k in range(4):
            di, dk = plaq["pos"][i] - plaq["pos"][j], plaq["pos"][k] - plaq["pos"][j]
            if abs(di[0]) == 1 and di[1] == 0 and dk[0] == 0 and abs(dk[1]) == 1:
                cross = [comp for comp in (
                    S[j][1] @ S[k][2] - S[j][2] @ S[k][1],
                    S[j][2] @ S[k][0] - S[j][0] @ S[k][2],
                    S[j][0] @ S[k][1] - S[j][1] @ S[k][0])]
                chirality = chirality + dot(S[i], cross)
                corners += 1
assert norm(comm_A) < 1e-9 * J * C_res
assert norm(comm_B - 1j * J * C_res * chirality) < 1e-6 * J * C_res
assert abs(norm(chirality)**2 - corners * 3 / 32) < 1e-12

# Spin plaquette: energies and B1g matrix element
element, levels = spin_fluctuation(X, Y)
assert abs(element - np.sqrt(3) / 2) < 1e-12
ground = np.linalg.eigh(X + Y)[1][:, 0]
final = (X - Y) @ ground
final /= np.linalg.norm(final)
shift = np.vdot(final, (X + Y) @ final).real - levels[0]
assert abs(shift - 2) < 1e-12
assert np.linalg.norm((X + Y) @ final - (levels[0] + shift) * final) < 1e-12

# Exact light scattering on the plaquette against the full prefactor
exact_B = exact_scattering(plaq, t, U, w)[1]
deviation = []
for small_t in (0.02, 0.01):
    value = exact_scattering(plaq, small_t, U, w)[1]
    deviation.append(value / (full_prefactor(small_t, U, w) * element) - 1)
assert abs(deviation[1]) < 0.02
assert 3.5 < deviation[0] / deviation[1] < 4.5  # correction falls as t^2
w_low = 1.0
low_value = exact_scattering(plaq, 0.01, U, w_low)[1]
low_ratio = low_value / (full_prefactor(0.01, U, w_low) * element)
assert abs(low_ratio - 1) < 0.02

# Cluster without fourfold symmetry: orders in t of the two channels
ladder = make_cluster(3, 2, True)
SL = spin_vectors(6)
XL, YL = bond_sums(ladder, SL)
element_L = spin_fluctuation(XL, YL)[0]
A_t, B_t = exact_scattering(ladder, t, U, w)
A_1, B_1 = exact_scattering(ladder, 0.02, U, w)
A_2, B_2 = exact_scattering(ladder, 0.01, U, w)
power_A, power_B = np.log2(A_1 / A_2), np.log2(B_1 / B_2)
assert abs(power_A - 4) < 0.2 and abs(power_B - 2) < 0.1
ladder_ratio = B_2 / (full_prefactor(0.01, U, w) * element_L)
assert abs(ladder_ratio - 1) < 0.02

# Limits of the A1g statement: diagonal exchange and unequal couplings
diagonal = sum(dot(SL[i], SL[j]) for i in range(6) for j in range(i)
               if abs(np.linalg.norm(ladder["pos"][i] - ladder["pos"][j])
                      - np.sqrt(2)) < 1e-9)
comm_diag = norm(comm(diagonal, XL + YL))
comm_aniso = norm(comm(1.2 * XL + YL, XL + YL))
assert comm_diag > 0.1 and comm_aniso > 0.05

print(f"Repulsion U = {U:.2f} eV")
print(f"Hopping t = {t:.3f} eV")
print(f"Incoming photon energy w = {w:.2f} eV")
print(f"Detuning U - w = {U - w:.2f} eV")
print(f"t/(U - w) = {t / (U - w):.3f} (dimensionless)")
print(f"Exchange J = {1e3 * J:.3f} meV")
print(f"Resonant prefactor 4t^2/(U-w) = {1e3 * C_res:.3f} meV")
print(f"Complete order-t^2 prefactor C = {1e3 * C_full:.3f} meV")
print(f"Ratio complete/resonant = {C_full / C_res:.4f} (dimensionless)")
print("2x2 plaquette:")
print(f"Norm of [H_J,R_A1g]/(J C_res) = {norm(comm_A) / (J * C_res):.1e}")
print(f"Norm of [H_J,R_B1g]/(J C_res) = {norm(comm_B) / (J * C_res):.4f}")
print(f"Number of corners = {corners}")
print(f"Spin ground energy of X+Y = {levels[0]:.4f} (units of J)")
print(f"B1g Raman shift = {shift:.4f} J = {1e3 * shift * J:.3f} meV")
print(f"B1g element of (X-Y)/2 = {element:.4f} (dimensionless)")
print(f"B1g amplitude, resonant prefactor = {1e3 * C_res * element:.3f} meV")
print(f"B1g amplitude, complete prefactor = {1e3 * C_full * element:.3f} meV")
print(f"B1g amplitude, exact Hubbard states = {1e3 * exact_B:.3f} meV")
print(f"Exact/complete - 1 at t=0.05 eV = {exact_B / (C_full * element) - 1:.4f}")
print(f"Exact/complete - 1 at t=0.02 eV = {deviation[0]:.5f}")
print(f"Exact/complete - 1 at t=0.01 eV = {deviation[1]:.5f}")
print(f"Exact/complete at w=1 eV, t=0.01 eV = {low_ratio:.5f}")
print(f"Complete/resonant at w=1 eV = {2 * w_low**2 / (U * (U + w_low)):.4f}")
print("3x2 cluster, exact Hubbard states:")
print(f"Inelastic A1g amplitude at t=0.05 eV = {1e3 * A_t:.4f} meV")
print(f"Inelastic B1g amplitude at t=0.05 eV = {1e3 * B_t:.4f} meV")
print(f"Inelastic A1g amplitude at t=0.01 eV = {1e3 * A_2:.3e} meV")
print(f"Inelastic B1g amplitude at t=0.01 eV = {1e3 * B_2:.3e} meV")
print(f"Power of t between 0.01 and 0.02 eV, A1g = {power_A:.3f}")
print(f"Power of t between 0.01 and 0.02 eV, B1g = {power_B:.3f}")
print(f"B1g exact/complete at t=0.01 eV = {ladder_ratio:.5f}")
print(f"Norm of [diagonal exchange, X+Y] = {comm_diag:.4f} (dimensionless)")
print(f"Norm of [1.2X+Y, X+Y] = {comm_aniso:.4f} (dimensionless)")
print("OK")
```

Printed output:

```
Repulsion U = 4.00 eV
Hopping t = 0.050 eV
Incoming photon energy w = 3.50 eV
Detuning U - w = 0.50 eV
t/(U - w) = 0.100 (dimensionless)
Exchange J = 2.500 meV
Resonant prefactor 4t^2/(U-w) = 20.000 meV
Complete order-t^2 prefactor C = 16.333 meV
Ratio complete/resonant = 0.8167 (dimensionless)
2x2 plaquette:
Norm of [H_J,R_A1g]/(J C_res) = 1.4e-16
Norm of [H_J,R_B1g]/(J C_res) = 0.6124
Number of corners = 4
Spin ground energy of X+Y = -2.0000 (units of J)
B1g Raman shift = 2.0000 J = 5.000 meV
B1g element of (X-Y)/2 = 0.8660 (dimensionless)
B1g amplitude, resonant prefactor = 17.321 meV
B1g amplitude, complete prefactor = 14.145 meV
B1g amplitude, exact Hubbard states = 13.968 meV
Exact/complete - 1 at t=0.05 eV = -0.0125
Exact/complete - 1 at t=0.02 eV = -0.00202
Exact/complete - 1 at t=0.01 eV = -0.00051
Exact/complete at w=1 eV, t=0.01 eV = 0.99968
Complete/resonant at w=1 eV = 0.1000
3x2 cluster, exact Hubbard states:
Inelastic A1g amplitude at t=0.05 eV = 0.8487 meV
Inelastic B1g amplitude at t=0.05 eV = 15.6468 meV
Inelastic A1g amplitude at t=0.01 eV = 1.287e-03 meV
Inelastic B1g amplitude at t=0.01 eV = 6.246e-01 meV
Power of t between 0.01 and 0.02 eV, A1g = 4.009
Power of t between 0.01 and 0.02 eV, B1g = 2.000
B1g exact/complete at t=0.01 eV = 1.00002
Norm of [diagonal exchange, X+Y] = 0.6124 (dimensionless)
Norm of [1.2X+Y, X+Y] = 0.1732 (dimensionless)
OK
```
